# The Optical Sum Rule of a Tight-Binding Band, part 2

The area under the optical conductivity $\sigma(\omega)$ measures how strongly electrons respond to a field. For free electrons of density $n$ and mass $m$ it is $\pi ne^2/(2m)$. On a lattice it is set by the hopping, and the question is where this weight lies and what it means for a metal.

The charge is $-e$, $V$ is the volume, and a field $F=-dA/dt$ acts along $x$. The position operator $P=\sum_{i,s}x_i\,n_{is}$ contains the site coordinates $x_i$ and the occupations $n_{is}=c^\dagger_{is}c_{is}$ with spin $s$. With $G=e^{-ieAP/\hbar}$, the Hamiltonian $H$ becomes $H(A)=GHG^\dagger$:

$$H(A)=-\sum_{i\ne j,s}t_{ij}\,e^{-ieAd_{ij}/\hbar}\,c^\dagger_{is}c_{js}+\mathcal U. \tag{5}$$

Here $t_{ij}$ are real hopping amplitudes, $d_{ij}=x_i-x_j$, and $\mathcal U$ depends only on the occupations. The current is

$$J=-e\,\frac{i}{\hbar}[H(A),P]. \tag{6}$$

At $A=0$ it is $J_p$, with elements $J_{\alpha\beta}$ between eigenstates of $H$ that have energy differences $E_{\beta\alpha}=E_\beta-E_\alpha$ and probabilities $w_\alpha$. They determine

$$\chi(z)=\sum_{\alpha\beta}\frac{(w_\alpha-w_\beta)|J_{\alpha\beta}|^2}{E_{\beta\alpha}-\hbar z}. \tag{15}$$

The weight over positive frequencies is $W=\pi S/(2V)$. With $H''$ the second derivative of $H(A)$ at $A=0$,

$$S=\langle H''\rangle=-\frac{e^2}{\hbar^2}\sum_dd^2\langle K_d\rangle, \tag{21}$$

where $K_d$ is the hopping energy of bonds with displacement $\pm d$ along $x$. For a single hop length $a$, with $K_x$ the only term,

$$W=-\frac{\pi e^2a^2}{2\hbar^2V}\,\langle K_x\rangle. \tag{20}$$

The weight has two parts: a Drude term $(\pi D/V)\delta(\omega)$ in $\mathrm{Re}\,\sigma$, with $D=S-\chi(0)$, of which half is counted in $W$, and absorption at finite frequency, which gives $\pi\chi(0)/(2V)$.

The numerical output also lists a Hubbard ring of six sites with three electrons of each spin, nearest-neighbour hopping $t$ and on-site repulsion $U$, in units $e=\hbar=a=t=1$. Its columns give $-\langle K_x\rangle$, $2VW/\pi$, $D$ and $\chi(0)$.

### 2.3 An open chain and the factor $d^2$

On an open lattice $P$ is well defined. From (6) at $A=0$, $|J_{\alpha\beta}|^2=(e^2/\hbar^2)E_{\beta\alpha}^2|P_{\alpha\beta}|^2$, so

$$\chi(0)=\frac{e^2}{\hbar^2}\sum_{\alpha\beta}(w_\alpha-w_\beta)E_{\beta\alpha}|P_{\alpha\beta}|^2. \tag{25}$$

Differentiating $GHG^\dagger$ twice gives $H''=-(e^2/\hbar^2)[P,[P,H]]$. Write out the double commutator as $P^2H-2PHP+HP^2$ and insert eigenstates:

$$S=\frac{2e^2}{\hbar^2}\sum_{\alpha\beta}w_\alpha E_{\beta\alpha}|P_{\alpha\beta}|^2. \tag{26}$$

Averaging this sum with its copy in which $\alpha$ and $\beta$ are exchanged turns it into (25). Thus $S=\chi(0)$ and $D=0$. No steady current flows through closed ends, and the whole weight lies at finite frequency.

This form was used to test the factor $d^2$. An open six-site chain had hops of length 1 with amplitude 1 and of length 2 with amplitude 0.3, irregular site energies, repulsion on and between sites, and a temperature of half the hopping energy. The two hopping energies were $-5.499$ and $-0.159$, so (21) predicts

$$5.499+4\times0.159=6.14 .$$

The dipole spectrum (25) gave the same value. The plain hopping energy, without $d^2$, is 5.66 and falls short by 8 % of the correct weight.

### 2.4 Independent electrons in one band

In a periodic lattice with one site per unit cell and without $\mathcal U$, the Peierls phase in (5) shifts the wave vector, and the band energy $\varepsilon(k_x)$ becomes $\varepsilon(k_x+eA/\hbar)$. The second derivative at $A=0$ gives

$$S=\frac{e^2}{\hbar^2}\sum_{\mathbf k,s}f_{\mathbf k}\,\frac{\partial^2\varepsilon}{\partial k_x^2}, \tag{27}$$

where $f_{\mathbf k}$ is the Fermi occupation. For nearest neighbours on a simple cubic lattice the $x$ part of the energy is $-2t\cos k_xa$. Its second derivative is $2ta^2\cos k_xa$, which is $-a^2$ times that energy, as (20) requires.

In this model $J_p$ is diagonal in $\mathbf k$ and commutes with $H$. There is no absorption at finite frequency, and $D=S$. With several sites per cell there are several bands. Transitions between them then contribute to $S$, and the curvature sum in (27) gives only $D$.

Return to one site per cell and integrate (27) by parts over the Brillouin zone. The boundary terms cancel because $f$ and $\varepsilon$ are periodic. With $v_x=\hbar^{-1}\partial\varepsilon/\partial k_x$,

$$S=e^2\sum_{\mathbf k,s}v_x^2\left(-\frac{\partial f}{\partial\varepsilon}\right). \tag{28}$$

Equation (27) involves all occupied states, whereas (28) involves those near the Fermi energy. They are the same number. If all hops along $x$ have the same length, the energy $\langle K_x\rangle$ of the occupied states therefore fixes the response of the Fermi surface.

Two limits follow. In a filled band $f=1$, and the curvature averages to zero over the zone, so $S=0$ although the electron density is at its largest. In a nearly empty cold band the electrons sit where $\cos k_xa\approx1$. Each then contributes $e^2/m^*$ with

$$\frac1{m^*}=\frac{2ta^2}{\hbar^2}. \tag{29}$$

In this limit the weight is proportional to the density, with the band mass in place of the free mass.

### 2.5 The missing part of the free-electron weight

For electrons in a continuous potential $u(x)$, the kinetic energy $(p+eA)^2/2m$ has the second derivative $e^2/m$. The full weight is then $\pi ne^2/(2m)$. A band calculation shows where the difference goes.

At wave vector $k$ the periodic part of a Bloch state obeys $H_k=(p+\hbar k)^2/2m+u$. Change $k$ by $q$ and write $\Pi=p+\hbar k$:

$$H_{k+q}=H_k+\frac{\hbar q}{m}\Pi+\frac{\hbar^2q^2}{2m}.$$

Let $\varepsilon_0$ be the lowest band, $\varepsilon_b$ the others, and $\Pi_{b0}$ the matrix elements between them. The energy of the lowest band changes by a term linear in $q$, which comes from the mean value of $\Pi$, and by a term in $q^2$. Second-order perturbation theory gives for the latter

$$\frac{q^2}{2}\frac{\partial^2\varepsilon_0}{\partial k^2}=\frac{\hbar^2q^2}{2m}-\frac{\hbar^2q^2}{m^2}\sum_{b\ne0}\frac{|\Pi_{b0}|^2}{\varepsilon_b-\varepsilon_0}.$$

Multiplication by $2m/(\hbar^2q^2)$ gives

$$\frac{m}{\hbar^2}\frac{\partial^2\varepsilon_0}{\partial k^2}+\frac2m\sum_{b\ne0}\frac{|\Pi_{b0}|^2}{\varepsilon_b-\varepsilon_0}=1. \tag{30}$$

The first term is the weight within the band and the second is interband absorption, both relative to a free electron. A one-band model keeps the first. An experiment can isolate it if a frequency can be found above the intraband response and below the interband transitions.

In the potential $u=V_0\cos(2\pi x/a)$ with $V_0=20\,\hbar^2/(ma^2)$, the lowest band filled up to $|k|=\pi/(2a)$ has an intraband share of 0.188 and an interband share of 0.812. A nearest-neighbour band with the hopping $t=0.148\,\hbar^2/(ma^2)$ taken from the computed dispersion gives 0.189 for the first. The agreement is this close because $\cos 2ka$ averages to zero over $|k|<\pi/(2a)$, so the second-neighbour hopping drops out at this filling. For a nearly empty band the same estimate is about 8 % too high, and for a nearly full band about 8 % too low. When the band is filled, the shares are 0 and 1. The electrons are still present in the full sum rule, but they absorb by leaving the band.

For a higher band some denominators in (30) are negative, so its intraband term can exceed one.

### 2.6 A model metal

Consider a simple cubic band with $a=0.25\ \mathrm{nm}$, $t=0.50\ \mathrm{eV}$ and $T=300\ \mathrm K$. The parameters are round values and represent no particular metal. Let $\nu$ be the number of electrons per site and $\kappa=-\langle K_x\rangle/N_s$ the positive $x$-bond energy per site, where $N_s=V/a^3$ is the number of sites. Define $\nu_{\rm eff}$ as the number of free electrons per site that would give the same weight. Setting $N_s\nu_{\rm eff}e^2/m$ equal to $S=N_se^2a^2\kappa/\hbar^2$ gives

$$\nu_{\rm eff}=\frac{\kappa}{\hbar^2/(ma^2)},\qquad \frac{\hbar^2}{ma^2}=1.219\ \mathrm{eV}. \tag{31}$$

| $\nu$ | $\kappa$ (eV) | $\nu_{\rm eff}$ | $\nu_{\rm eff}/\nu$ |
|---|---|---|---|
| 0.002 | 0.0020 | 0.0016 | 0.803 |
| 0.5 | 0.261 | 0.214 | 0.428 |
| 1.0 | 0.334 | 0.274 | 0.274 |
| 1.5 | 0.261 | 0.214 | 0.143 |
| 2.0 | 0 | 0 | 0 |

At the lowest filling the ratio is close to $m/m^*=2\times0.50/1.219=0.820$ from (29). It lies 2 % below because the occupied states extend to finite $k_x$, where $\cos k_xa<1$.

The fillings 0.5 and 1.5 have equal weight. Shifting every component of $\mathbf k$ by $\pi/a$ reverses the sign of $\varepsilon$ and of $\cos k_xa$. The electrons at filling $2-\nu$ are thereby mapped onto the holes at filling $\nu$. A filled band contributes nothing, so the sum of $2t\cos k_xa$ over these holes is minus the sum over the electrons at filling $\nu$. This sign cancels the one from the shift, and $\kappa$ is the same at both fillings. Away from half filling, the weight alone thus cannot determine the density, since two densities share one value.

At half filling, $\nu=1$, the density is $6.40\times10^{28}\ \mathrm{m^{-3}}$, for which $\pi ne^2/(2m)=2.83\times10^{21}\ \mathrm{S\,m^{-1}s^{-1}}$. The band has the weight

$$W=0.2739\times2.833\times10^{21}=7.76\times10^{20}\ \mathrm{S\,m^{-1}s^{-1}}. \tag{32}$$

The plasma energy $\hbar\sqrt{2W/(\pi\varepsilon_0)}$ scales with the square root of the weight. It is $9.39\sqrt{0.274}=4.92\ \mathrm{eV}$, where 9.39 eV is the free-electron value.

Now let weak scattering with a single relaxation time $\tau$ broaden the delta function into $\sigma_{\rm dc}/(1+\omega^2\tau^2)$. Scattering also changes $\kappa$: broadening the levels into Lorentzians of half-width $\hbar/(2\tau)$ lowers it by about 2 % for the relaxation time chosen below. The figure depends on the line shape: a self-consistent Born treatment of disorder with the same width at the Fermi level gives about 1.4 %. This change is neglected here. The area of this peak over positive frequencies is $\pi\sigma_{\rm dc}/(2\tau)$. Equating it to $W$ gives

$$\sigma_{\rm dc}=\frac{2W\tau}{\pi}. \tag{33}$$

For a chosen $\tau=10\ \mathrm{fs}$,

$$\sigma_{\rm dc}=\frac{2\times7.76\times10^{20}\times10^{-14}}{\pi}=4.94\times10^{6}\ \mathrm{S\,m^{-1}},$$

which is a resistivity of $20.2\ \mathrm{\mu\Omega\,cm}$. The total density with the free mass would give $5.54\ \mathrm{\mu\Omega\,cm}$. Read in the other direction, a line of this metal with $20.2\ \mathrm{\mu\Omega\,cm}$ would be assigned a relaxation time of $10\times5.54/20.2=2.7\ \mathrm{fs}$ instead of 10 fs. The scattering would seem about 3.7 times as frequent as it is. The factor is $\nu/\nu_{\rm eff}$ of this half-filled model band; in a metal whose conduction band is close to free-electron form it lies much nearer to one. The estimate also assumes one bulk relaxation time. Here 10 fs corresponds to a mean free path of about 5 nm, and in a line of comparable width surface and grain-boundary scattering have to be treated as well.

The weight can also change while the density stays fixed. With electrons at 3000 K on the same rigid lattice, $\kappa$ falls from 0.334 to 0.314 eV, a loss of 6 %. By cubic symmetry the band energy per site is $-3\kappa$. Heating at fixed filling raises this energy, because the heat capacity is positive, and so $\kappa$ must fall. The numerical output lists further fillings and the values behind these figures.

## Computed results

```
Six-site Hubbard ring, 6 electrons (e=hbar=a=t=1)
  U   -<Kx>   (2/pi)*integral   Drude   finite-freq
 0.0   8.0000       8.0000        8.0000     0.0000
 4.0   6.3343       6.3343        3.9169     2.4174
 8.0   3.9256       3.9256        0.5795     3.3461
Open disordered chain, second-neighbour hops (t=1)
  t2=0.3, U=3.0, V_near=0.7, kT=0.5
  site energies: 0.4 -0.7 0.1 0.9 -0.3 -0.5
  <K_1> = -5.4993, <K_2> = -0.1594
  (2/pi)*weight from dipole spectrum = 6.1368
  -sum d^2 <K_d> = 6.1368
  -<K_1+K_2> without d^2 = 5.6587
Cosine potential, lowest band, weight per electron / (pi e^2/2m)
  V0 = 20.0, fitted t = 0.1481 hbar^2/(m a^2)
  half-filled: intraband 0.1883, interband 0.8117
  half-filled: nearest-neighbour estimate 0.1887
  filled: intraband 0.0000, interband 1.0000
Simple cubic model metal
  a = 0.25 nm, t = 0.50 eV, T = 300 K
  hbar^2/(m a^2) = 1.2192 eV
  m/m* at band bottom = 0.8202
  n/site  -<Kx>/site(eV)  n_eff/site  n_eff/n
  0.002      0.00196        0.00161     0.8029
  0.100      0.08080        0.06627     0.6627
  0.500      0.26105        0.21411     0.4282
  1.000      0.33393        0.27389     0.2739
  1.500      0.26105        0.21411     0.1427
  1.900      0.08080        0.06627     0.0349
  2.000      0.00000        0.00000     0.0000
Half filling, 300 K
  electron density = 6.400e+28 m^-3
  integrated weight = 7.7592e+20 S/(m s)
  pi n e^2/(2m) = 2.8329e+21 S/(m s)
  plasma energy = 4.916 eV; from n and m: 9.394 eV
  relaxation time = 10.0 fs
  resistivity = 20.24 microohm cm
  resistivity from n and m = 5.54 microohm cm
  -<Kx>/site at 3000 K = 0.31403 eV
  weight ratio 3000 K / 300 K = 0.9404
```
